# Why Even and Odd Fourier Grids Give Different Squared Gradients

Q: I am building a kinetic-energy operator on a periodic Fourier grid. I have a first-derivative matrix $D$, so I shall use $-\tfrac12 D^2$ in atomic units. My grid has 32 points. Someone suggested 31, but surely even and odd grids are equivalent, apart from a slight change in resolution?

A: For the interpolation of a smooth function they nearly are. For $D^2$ they are not. Let us fix the notation. The cell has length $a$, the points are $x_j=jh$ with $h=a/N$ and $j=0,\dots,N-1$, and $G=2\pi/a$. Which plane waves does your grid carry?

Q: The waves $e^{ikGx}$ with integer $k$, $N$ of them. For $N=2M+1$ they run from $k=-M$ to $M$.

A: Then the odd case is quickly settled. The samples of these waves are mutually orthogonal, because $\sum_j e^{i(k-k')Gx_j}$ is a geometric sum that vanishes unless $k-k'$ is a multiple of $N$. They therefore form a basis for all grid data. If $D$ and $L$ give the first and second derivatives of the trigonometric interpolant at the grid points, their eigenvalues on wave $k$ are $ikG$ and $-k^2G^2$. Since $(ikG)^2=-k^2G^2$ for every basis vector, $D^2=L$. Now try $N=2M$.

Q: I have $|k|<M$, which makes $2M-1$ waves, and I need one more. I could take $k=M$ or $k=-M$.

A: Write $K=MG=\pi/h$, the Nyquist wave number. On the grid

$$e^{iKx_j}=e^{i\pi j}=(-1)^j=e^{-iKx_j},$$

so the two candidates have the same samples. The grid contains one sawtooth, not a pair of travelling waves. What is its slope?

Q: That depends on the function I draw through the points.

A: Yes. The function $\cos Kx+c\sin Kx$ passes through the samples for any $c$, because $\sin Kx_j=\sin\pi j=0$. Its derivatives at the grid points are

$$f'(x_j)=cK(-1)^j,\qquad f''(x_j)=-K^2(-1)^j .$$

The first follows from $-K\sin Kx_j=0$ and $cK\cos Kx_j=cK(-1)^j$. In the second the $c$ term is proportional to $\sin Kx_j$ and vanishes. Within this family the samples fix the curvature and leave the slope free.

Q: Then why must the slope be zero? I could take $c=i$, which is $e^{iKx}$, and get the eigenvalue $iK$.

A: You could, and then $D^2=L$ would hold. The price is that real data acquire an imaginary derivative, and that left and right are no longer treated alike. Suppose instead that $D$ commutes with a shift by one grid point and changes sign under the reflection $j\to-j$, as a first derivative should. The normalized sawtooth $u_j=(-1)^j/\sqrt N$ is the one grid wave that changes sign under the shift, so $Du=\lambda u$. With $P$ the reflection, $Pu=u$ and $PDP=-D$. Hence

$$\lambda u=P(\lambda u)=PDu=PDPu=-Du=-\lambda u ,$$

and $\lambda=0$. Zeroing the Nyquist term is thus the consequence of a symmetry we ask for, not of the Fourier transform itself.

Q: Could I give up the reflection symmetry, keep $D$ real, and still have $D^2=L$?

A: No, not even with a matrix that ignores shift symmetry. On an even grid $-K^2$ is a simple eigenvalue of $L$, since the other eigenvalues are $-k^2G^2$ with $|k|<M$. If a real $D$ satisfied $D^2=L$, then $LD=D^3=DL$, so

$$L(Du)=D(Lu)=-K^2(Du).$$

Thus $Du$ lies in the one-dimensional eigenspace of $u$, and $Du=\lambda u$. Both $D$ and $u$ are real, so $\lambda$ is real. But $D^2u=Lu$ requires $\lambda^2=-K^2<0$, which is impossible. On an odd grid the obstacle is absent: each negative eigenvalue belongs to a pair $\pm k$, and $D$ turns the cosine into the sine and back.

Q: So with the symmetric choice, how far is $D^2$ from $L$?

A: Compare them wave by wave. For $|k|<M$ they agree. On $u$, $D^2$ gives $0$ and $L$ gives $-K^2$. Therefore, for even $N$,

$$D^2=L+K^2\,uu^{\mathsf T}.$$

Acting on data $f$, the difference is $K^2b(-1)^j$, where $b=\frac1N\sum_l(-1)^lf_l$ is the Nyquist coefficient. It is tiny when $f$ is well resolved, which is why the two operators are easily taken for one.

Q: I do not build $D$ from waves. I use the closed formulas for periodic sinc functions, the psincs. Do they contain this zero?

A: They do. Let $S(x)$ be the interpolant that equals 1 at $x=0$ and 0 at the other grid points. Then $f(x)=\sum_l f_lS(x-x_l)$, so $D_{jl}=S'(x_j-x_l)$ and $L_{jl}=S''(x_j-x_l)$. With $\varphi=Gx$, the odd grid gives

$$S=\frac1N\sum_{k=-M}^{M}e^{ik\varphi}=\frac{\sin(N\varphi/2)}{N\sin(\varphi/2)}$$

by the geometric sum. On the even grid the Nyquist term is $\cos M\varphi$, that is, $k=\pm M$ with weight one half each:

$$\begin{aligned}
NS&=\frac{\sin[(M-\frac12)\varphi]}{\sin(\varphi/2)}+\cos M\varphi\\
&=\frac{\sin M\varphi\cos(\varphi/2)-\cos M\varphi\sin(\varphi/2)}{\sin(\varphi/2)}+\cos M\varphi\\
&=\sin(N\varphi/2)\cot(\varphi/2).
\end{aligned}$$

Both have the form $NS=s\,r$ with $s=\sin(N\varphi/2)$. Let $m=j-l\neq0$ and $\theta=\pi m/N$, so that $\varphi=2\theta$. There $s=0$, $ds/d\varphi=\tfrac N2(-1)^m$ and $d^2s/d\varphi^2=0$. The product rule leaves

$$\frac{dS}{d\varphi}=\frac{(-1)^m}{2}\,r,\qquad \frac{d^2S}{d\varphi^2}=\frac2N\,\frac{ds}{d\varphi}\frac{dr}{d\varphi}=(-1)^m\frac{dr}{d\varphi}.$$

Each derivative with respect to $x$ brings a factor $G$. For odd $N$, $r=1/\sin(\varphi/2)$ and

$$D_{jl}=\frac G2\frac{(-1)^m}{\sin\theta},\qquad L_{jl}=-\frac{G^2}{2}\frac{(-1)^m\cos\theta}{\sin^2\theta}.$$

For even $N$, $r=\cot(\varphi/2)$ and

$$D_{jl}=\frac G2(-1)^m\cot\theta,\qquad L_{jl}=-\frac{G^2}{2}\frac{(-1)^m}{\sin^2\theta}.$$

Q: And the diagonals?

A: $S$ is even, so $D_{jj}=S'(0)=0$. For $L_{jj}=S''(0)$ use the sum over waves. For odd $N$,

$$L_{jj}=-\frac{2G^2}{N}\sum_{k=1}^{M}k^2=-\frac{G^2M(M+1)}{3}=-\frac{G^2(N^2-1)}{12}.$$

For even $N$ the two half-weighted end terms together add $M^2$:

$$L_{jj}=-\frac{G^2}{2M}\left[\frac{(M-1)M(2M-1)}{3}+M^2\right]=-\frac{G^2(2M^2+1)}{6}=-\frac{G^2(N^2+2)}{12}.$$

Q: Show me a case I can multiply out by hand.

A: Take $a=2\pi$, so $G=1$, and $N=4$. The first rows are

$$D:(0,\tfrac12,0,-\tfrac12),\qquad L:(-\tfrac32,1,-\tfrac12,1).$$

Each later row is the previous one shifted cyclically to the right. Numbering from zero,

$$(D^2)_{00}=D_{01}D_{10}+D_{03}D_{30}=\tfrac12(-\tfrac12)+(-\tfrac12)\tfrac12=-\tfrac12,$$
$$(D^2)_{02}=D_{01}D_{12}+D_{03}D_{32}=\tfrac12\cdot\tfrac12+(-\tfrac12)(-\tfrac12)=\tfrac12,$$

and the other two entries vanish. The first row of $D^2-L$ is therefore $(1,-1,1,-1)$. Since $K=2$, this is $K^2u_0u_l=4\cdot\tfrac14(-1)^l$, as it should be.

For $N=3$ the first row of $D$ is $(0,1/\sqrt3,-1/\sqrt3)$, and both $D^2$ and $L$ have first row $(-\tfrac23,\tfrac13,\tfrac13)$.

Q: But the kinetic energy is an integral of the squared gradient. Does that not favour $D^2$ over $L$?

A: Let us do the integral. For real data on an even grid write the interpolant as $f=g+b\cos Kx$, where $g$ contains $|k|<M$. The two parts and their derivatives are orthogonal over the cell, and $\int\sin^2Kx\,dx=a/2$, so

$$\int_0^a f'^2dx=\int_0^a g'^2dx+\tfrac12ab^2K^2 .$$

On the grid, products of two waves from $g$ are summed without error, because their wave indices add up to less than $N$ in magnitude. $D$ drops the Nyquist term, while $L$ keeps it with $h\sum_j[(-1)^j]^2=a$:

$$h\sum_j(Df)_j^2=\int_0^a g'^2dx,\qquad -h\sum_jf_j(Lf)_j=\int_0^a g'^2dx+ab^2K^2 .$$

The true integral is the mean of the two grid expressions. For the four-point grid and a spike $f=(1,0,0,0)$, the values are $\pi/4=0.785$ from $D$, $3\pi/4=2.356$ from $L$, and $\pi/2=1.571$ for the integral.

Q: Then $L$ is as wrong as $D^2$!

A: As an integral of that interpolant, yes. An energy, however, is a ratio to the norm, and the norm has the same defect. Since $\int\cos^2Kx\,dx=a/2$ while the grid sum gives $a$, the pure sawtooth has

$$\frac{\int f'^2dx}{\int f^2dx}=\frac{\frac12ab^2K^2}{\frac12ab^2}=K^2 .$$

The grid ratio with $L$ is $ab^2K^2/(ab^2)=K^2$ too. With $D^2$ it is zero. The most rapidly oscillating function on the grid is given no kinetic energy at all. The cancellation for $L$ holds for the pure sawtooth, not for a mixture. For the four-point spike, $b=\tfrac14$ and the grid norm $\pi/2$ exceeds $\int f^2dx$ by $\tfrac12ab^2=\pi/16$, so the ratio of integrals is $(\pi/2)/(7\pi/16)=8/7$, against $3/2$ from $L$ and $1/2$ from $D^2$ on the grid.

Q: My orbitals are smooth. Why should I care about a sawtooth they hardly contain?

A: Because diagonalization explores all grid functions. Compare $H_L=-\tfrac12L+V$ with

$$H_D=-\tfrac12D^2+V=H_L-\tfrac12K^2uu^{\mathsf T}.$$

The added term is never positive, so no level rises: $E_n^D\le E_n^L$, with levels numbered upwards. Also, the span of the lowest $n+1$ eigenvectors of $H_D$ contains an $n$-dimensional subspace orthogonal to $u$. There the two Hamiltonians have equal expectation values, none above $E_{n+1}^D$. The min-max principle then gives $E_n^L\le E_{n+1}^D$. Below any given energy, $H_D$ therefore has at most one level more than $H_L$. This count is for one dimension. On an even grid in two or three dimensions, every wave that is a sawtooth along one axis loses its kinetic energy along that axis, so the difference is no longer of rank one. For a separable potential the levels are sums, and the false level of one direction combines with every level of the others, which gives many false levels.

Q: Where would that extra level lie?

A: Take $V(x)=V_0(1-\cos Gx)$. The sawtooth has no kinetic energy under $H_D$, and its mean potential energy is $V_0$. Multiplying it by $\cos Gx$ shifts its wave index by $\pm1$. On the grid, $M+1$ is the same wave as $-(M-1)$, so $u$ couples to the normalized waves $k=\pm(M-1)$, each with matrix element $-V_0/2$. These lie above it by $\tfrac12(K-G)^2$. To second order

$$E_{\rm false}\approx V_0-2\,\frac{(V_0/2)^2}{\frac12(K-G)^2}=V_0-\frac{V_0^2}{(K-G)^2}.$$

This requires $V_0\ll(K-G)^2$. The constant wave also has mean energy $V_0$, but the potential links it to $u$ only through a chain of $M$ steps, which this estimate omits. As $h\to0$, $K$ grows and the false level tends to $V_0$. A finer grid does not remove it. The limit is $V_0$ because that is the cell average of this potential. For another smooth potential the false level tends to the cell average of $V$, so where it falls depends on the potential and on the size of the cell.

Q: Put numbers in. Does it fall among levels I would use?

A: Choose $a=10$ bohr and $V_0=1$ hartree, so $G=0.6283$ bohr$^{-1}$. The true levels can be found without a grid. With $z=Gx/2$, $d^2/dx^2=(G^2/4)\,d^2/dz^2$, and multiplying the Schrödinger equation by $-8/G^2$ gives

$$\frac{d^2\psi}{dz^2}+\left[\frac{8(E-V_0)}{G^2}+\frac{8V_0}{G^2}\cos2z\right]\psi=0 .$$

This is Mathieu's equation, $\psi''+(A-2q\cos2z)\psi=0$, with $E=V_0+AG^2/8$ and $|q|=4V_0/G^2=10.13$. The sign of $q$ can be reversed by shifting $z$ by $\pi/2$. The cell length corresponds to a period $\pi$ in $z$. Numerical characteristic values for that period give the first column below; the others come from diagonalizing the $32\times32$ matrices. Energies are in hartree.

| Mathieu | $H_L$, $N=32$ | $H_D$, $N=32$ |
|---|---|---|
| 0.3013 | 0.3013 | 0.3013 |
| 0.8756 | 0.8756 | 0.8756 |
| – | – | 0.9887 |
| 1.3787 | 1.3787 | 1.3787 |
| 1.8581 | 1.8581 | 1.8581 |

With $N=31$, both matrices give the four Mathieu levels to these digits, with no intruder.

Q: The third level, between the second and third true ones! And the formula?

A: For $N=32$, $K=10.0531$ bohr$^{-1}$, so $(K-G)^2=9.4248^2=88.83$ and $E_{\rm false}\approx1-1/88.83=0.9887$ hartree. The diagonalized value is also 0.9887 hartree, or 26.91 eV, and its eigenvector has weight 0.9997 on the sawtooth. With $N=16$ the false level is at 0.9484 hartree, against an estimate of 0.9483; with $N=64$ it is at 0.9974. It approaches $V_0$, as derived.

Q: If I looked at the ground state alone, would I notice?

A: On a coarse grid, perhaps. Relative to $H_L$ on the same grid, $H_D$ lowers the ground level by $2.2\times10^{-3}$ hartree for $N=8$, but by $2.7\times10^{-7}$ hartree for $N=12$. A converged ground state is therefore no evidence that the operator is sound.

Q: I never zeroed anything in my code. I multiply the Fourier coefficients by $ikG$, transform back and take the real part. Perhaps I am safe.

A: For real data, taking the real part does the zeroing for you. The coefficient $b$ is real, so its contribution $\pm iKb(-1)^j$ is imaginary, while the terms $k$ and $-k$ combine to a real result. Doing this twice applies $D^2$. If you keep the complex intermediate result and multiply by $ikG$ again, you obtain $L$, because $(\pm iK)^2=-K^2$.

Q: So I should use an odd grid?

A: That is one cure. On an even grid you can instead multiply by $-k^2G^2$ in one step, Nyquist term included, which is $L$. Or you can remove the sawtooth from the space of allowed functions; on the remaining $N-1$ waves $D^2$ and $L$ agree. In more dimensions this means removing every wave that has the Nyquist index along any axis. For a constant mass the zero in the first derivative can stay. With a position-dependent mass the operator $\tfrac12D^{\mathsf T}m^{-1}(x)D$ cannot be applied as a single factor $-k^2G^2$, and $Du=0$ again leaves the sawtooth without kinetic energy; there the odd grid or the removal of the sawtooth is the cure. What has to go is the assumption that applying that derivative twice gives the second derivative.

All numerical values are calculated from the stated model.
